\section*{Negative longitudinal piezoelectricity in a chain of rigid dipoles}

\section*{Question}

Neutral dipolar units of fixed moment are stacked head to tail, with a compliant spacer between neighbours. When the stack is stretched along the dipoles, its longitudinal piezoelectric stress coefficient is found to be negative. Is the reason that a fixed dipole moment is diluted over a larger volume?

\section*{Answer}

Dilution is the right idea, but volume is the wrong measure of it. The charge that a chain holds on short-circuited electrodes is its total dipole moment divided by its length. Stretching the spacers increases the length and leaves the moment unchanged, so charge flows back off the electrodes. A lateral stretch at fixed length also enlarges the volume, yet it moves no charge; if the length is left free, elastic coupling changes it and charge flows for that reason. The sign also requires the dipoles to be stiff enough, in a sense made precise below.

\subsection*{What the coefficient measures}

Let the dipoles point along $+z$, with one unit of moment $p$ in each repeat length $c$ and cross-section $A$. The polarization, counted as the moment density of intact units, is
\begin{equation}
P=\frac{p}{Ac}.
\end{equation}
Hartree atomic units are used, in which $4\pi\varepsilon_0=1$. The stack lies between two electrodes that stretch with it, so the number of chains between them is constant. Let $Q$ be the charge per chain on the lower electrode, the one faced by the negative ends of the dipoles. With the electrodes shorted, the macroscopic field $E$ is zero. The proper piezoelectric coefficients describe the charge that then flows through the external wire:
\begin{equation}
e_{33}=\frac1A\frac{dQ}{d\eta},\qquad
e_{31}=\frac1A\frac{dQ}{d\eta_1}.
\label{def}
\end{equation}
Here $\eta$ is the strain along $z$ at fixed $A$, and $\eta_1$ is a lateral strain at fixed $c$. Derivatives are taken at a reference state free of stress along $z$; the cross-section is held at its prescribed value. A negative $e_{33}$ means negative relative to the direction of $P$.

\subsection*{Why length is what counts}

Consider first a single point charge $q$ at height $z_0$ between shorted plates at $z=0$ and $z=L$. Integrate its potential over the lateral plane and call the result $\Phi(z)$. The lateral part of the Laplacian integrates to zero, because the potential decays far from the charge. Poisson's equation becomes
\begin{equation}
\Phi''(z)=-4\pi q\,\delta(z-z_0),\qquad \Phi(0)=\Phi(L)=0.
\end{equation}
The solution is a straight line of slope $s$ below the charge and of slope $s-4\pi q$ above it. Its vanishing at $z=L$ requires
\begin{equation}
s z_0+(s-4\pi q)(L-z_0)=0
\quad\Rightarrow\quad
s=4\pi q\left(1-\frac{z_0}{L}\right).
\end{equation}
The field at the lower plate, integrated over the plate, is $-s$. The surface charge of a conductor is the outward field divided by $4\pi$, so the lower plate carries the total charge $-q(1-z_0/L)$.

Now place $-q$ at $z_0$ and $+q$ at $z_0+a$. The two induced charges add to
\begin{equation}
q\left(1-\frac{z_0}{L}\right)-q\left(1-\frac{z_0+a}{L}\right)=\frac{qa}{L}.
\label{pair}
\end{equation}
The height has dropped out, and the lateral position never entered. A chain of $N$ units with $p=qa$ has length $L=Nc$, and by superposition
\begin{equation}
Q=\frac{Np}{Nc}=\frac pc .
\label{Q}
\end{equation}

The cross-section is absent from this result. An image-charge calculation for point charges confirms \eqref{pair}. For $q=0.5$ and $a=2$ bohr, the plate charge is $0.08333\,e$ in a gap of 12 bohr, for both heights tried, and it falls to $0.06667\,e$ in a gap of 15 bohr. These are $1/12$ and $1/15$.

\subsection*{The two strains compared}

For the longitudinal strain, $dc/d\eta=c$ at the reference state. Differentiating \eqref{Q} by the quotient rule gives
\begin{equation}
\frac{dQ}{d\eta}=\frac1c\frac{dp}{d\eta}-\frac{p}{c^2}\,c
=\frac pc\left(\frac{d\ln p}{d\eta}-1\right),
\end{equation}
and division by $A$ yields
\begin{equation}
e_{33}=P\left(\frac{d\ln p}{d\eta}-1\right).
\label{general}
\end{equation}
For a fixed moment the first term vanishes, and
\begin{equation}
e_{33}=-P .
\label{rigid}
\end{equation}

For the lateral strain, $Q=p/c$ contains nothing that changes, so $e_{31}=0$. The polarization nevertheless falls. With $dA/d\eta_1=A$,
\begin{equation}
\frac{dP}{d\eta_1}=\frac{d}{d\eta_1}\frac{p}{Ac}=-\frac{p}{Ac}=-P .
\end{equation}
Both strains thus enlarge the volume by the same fraction and lower $P$ by the same fraction. In the lateral case the electrode area grows as fast as $P$ falls, and the product $PA=Q$ stays the same. In the longitudinal case the area is fixed and the product falls. Dilution over volume describes $dP$; dilution over length describes the current.

\subsection*{Which charges form the dipole}

In a row of alternating charges one could also group each positive charge with the negative charge across the next spacer. The moment per cell would then be $-qb$, where $b=c-a$ is the spacer length, and the polarization would be
\begin{equation}
P'=-\frac{qb}{Ac}=\frac{qa-qc}{Ac}=P-\frac qA .
\end{equation}
Measured along the fixed axis $+z$, the coefficient does not depend on this choice, but the reading of it does: $P'$ points the other way, so the sign relative to the polarization is reversed. The regrouped moment is not fixed: when the spacers take all the elongation, $db/d\eta=c$ and $dp'/d\eta=-qc$. The same reasoning that led to \eqref{general} gives
\begin{equation}
e_{33}=\frac{1}{Ac}\left(\frac{dp'}{d\eta}-p'\right)
=\frac{-qc+qb}{Ac}=-\frac{qa}{Ac},
\end{equation}
as before. The statement $e_{33}=-P$ therefore holds when $P$ is counted from the units that actually stay rigid.

\subsection*{How rigid the dipoles must be}

Equation \eqref{general} shows that dilution always contributes $-P$, and that a dipole which lengthens under strain opposes it. To see which wins, let the dipole be a spring of constant $k_d$ and the spacer a spring of constant $k_s$, with natural lengths $a_0$ and $b_0$. The charges are smeared laterally into planes of density $\pm q/A$, which makes the electrostatics one-dimensional. This smearing affects the results of this subsection and the elastic constant, $d_{33}$ and table that follow; \eqref{rigid} did not need it.

Let $E_s$ and $E_d$ be the fields in spacer and dipole. Crossing the negative plane upwards lowers the field by $4\pi q/A$, and zero voltage requires the fields to average to zero:
\begin{equation}
E_d=E_s-\frac{4\pi q}{A},\qquad aE_d+bE_s=0 .
\end{equation}
Inserting the first equation into the second gives $cE_s=4\pi qa/A$, hence
\begin{equation}
E_s=\frac{4\pi qa}{Ac},\qquad E_d=-\frac{4\pi qb}{Ac}.
\end{equation}
The field energy per cell is
\begin{equation}
w=\frac{A}{8\pi}\left(bE_s^2+aE_d^2\right)
=\frac{2\pi q^2}{Ac^2}\,ab(a+b)=\frac{G}{2}\,\frac{ab}{a+b},
\qquad G=\frac{4\pi q^2}{A}.
\end{equation}
At zero voltage the external circuit does no work, so equilibrium follows from the energy
\begin{equation}
u(a,b)=\tfrac12k_d(a-a_0)^2+\tfrac12k_s(b-b_0)^2+w(a,b).
\end{equation}
The derivatives of $w$, with subscripts denoting differentiation, are
\begin{align}
w_a&=\frac{Gb^2}{2c^2}, & w_b&=\frac{Ga^2}{2c^2},\\
w_{aa}&=-\frac{Gb^2}{c^3}, & w_{bb}&=-\frac{Ga^2}{c^3},\qquad
w_{ab}=\frac{Gab}{c^3}.
\end{align}
At given $c$ the two parts share the length so that $u_a=u_b$. This condition must persist under strain:
\begin{equation}
(u_{aa}-u_{ab})\,da=(u_{bb}-u_{ab})\,db .
\end{equation}
Since $a+b=c$, the brackets are $k_d-Gb/c^2$ and $k_s-Ga/c^2$. With $db=dc-da$,
\begin{equation}
\gamma\equiv\frac{da}{dc}=\frac{k_s-Ga/c^2}{k_d+k_s-G/c}.
\label{gamma}
\end{equation}
The electrode charge is $Q=qa/c$, so $dQ/d\eta=c\,dQ/dc=q(\gamma-a/c)$. Over the common denominator, the numerator of $\gamma-a/c$ is
\begin{equation}
k_s-\frac{Ga}{c^2}-\frac ac(k_d+k_s)+\frac{Ga}{c^2}
=\frac{k_sb-k_da}{c},
\end{equation}
and therefore
\begin{equation}
e_{33}=\frac qA\,\frac{k_sb-k_da}{c\,(k_d+k_s-G/c)} .
\label{soft}
\end{equation}
The bracket in the denominator is the curvature of $u$ when length passes from spacer to dipole at fixed $c$. It must be positive for a stable chain. The sign thus depends on $k_da$ and $k_sb$, the forces needed per unit relative elongation of each part. The coefficient is negative when the dipole is the stiffer part in this sense. This threshold belongs to charged planes. With point charges the field also varies laterally, and the sign need not change at the same stiffness ratio.

The electrostatic terms cancel from the numerator for a reason. If $a$ and $b$ are scaled by a common factor, $w$ scales by the same factor, so the electrostatic forces $w_a$ and $w_b$ do not change. They cannot drive the chain away from uniform strain; a difference between $k_da$ and $k_sb$ can. Once the strain is non-uniform, the electrostatic term in the denominator enlarges the response.

Three limits follow from \eqref{soft}. For $k_d\to\infty$ it returns $-qa/(Ac)=-P$. For $k_da=k_sb$ both parts strain equally, the moment grows as fast as the length, and $e_{33}=0$. For $k_s\to\infty$ it gives $+qb/(Ac)=-P'$: the rigid unit is now the pair across the spacer, whose moment points the other way, and \eqref{rigid} holds for that unit.

\subsection*{The converse effect}

At fixed cross-section, a negative $e_{33}$ implies that a field along $P$ shortens the chain. This looks odd, since a uniform field exerts no net force on a neutral rigid unit. Return to rigid dipoles made of charged planes, now with a macroscopic field $E$. The electrode has charge density $D$, the field in every spacer is $4\pi D$, and that in every dipole is $4\pi D-4\pi q/A$. Their average over a cell must equal $E$:
\begin{equation}
4\pi D-\frac{4\pi qa}{Ac}=E\quad\Rightarrow\quad D=P+\frac{E}{4\pi}.
\end{equation}
Each plane feels the mean of the fields on its two sides. This mean is the same for both planes of a unit, so the net force on the unit is zero. The electrode, however, has field $4\pi D$ on its inner side and none outside, and is pulled inwards by the force per area
\begin{equation}
\tfrac12(4\pi D)D=2\pi D^2=2\pi P^2+PE+\frac{E^2}{8\pi}.
\label{maxwell}
\end{equation}
The rigid units pass this load on, and every spacer is squeezed. The term $2\pi P^2$ is already balanced by the springs in the reference state. To first order in the field, holding the length fixed needs the extra tensile stress $PE$. In the convention
\begin{equation}
\sigma=C_{33}\,\eta-e_{33}E
\end{equation}
with tension positive, this is $e_{33}=-P$ again.

If the chain is free to change its length while $A$ is held fixed, $\sigma=0$ and $\eta=d_{33}E$ with $d_{33}=e_{33}/C_{33}$. This is the laterally clamped coefficient; when the sides are free as well, elastic coupling between lateral and longitudinal strain can change its value. For rigid dipoles all elongation is in the spacer, so the force constant of a cell is $u_{bb}=k_s-Ga^2/c^3$. Stress is force divided by $A$, and $dc=c\,d\eta$, which gives
\begin{equation}
C_{33}=\frac cA\left(k_s-\frac{4\pi q^2a^2}{Ac^3}\right),\qquad
d_{33}=-\frac{P}{C_{33}} .
\label{C}
\end{equation}

\subsection*{Numbers}

Take the round model values $q=0.5\,e$, $a=2$ bohr, $b=4$ bohr, $A=50$ bohr$^2$ and $k_s=0.02$ hartree/bohr$^2$. Then $p=1\,e\,$bohr, $c=6$ bohr and
\begin{equation}
P=\frac{1}{50\times6}=0.003333\ e/\mathrm{bohr}^2=0.1907\ \mathrm{C/m^2}.
\end{equation}
A stack of four cells, with half a spacer at each electrode, was solved from the force balance on every charged plane, and the electrode charge was found from the imposed voltage. Changing the dipole stiffness leaves $P$ and the dilution untouched, but not the coefficient:

\begin{center}
\begin{tabular}{rrr}
$k_d/k_s$ & $d\ln p/d\eta$ & $e_{33}$ ($e$/bohr$^2$)\\
\hline
1 & 1.677 & $0.002258$\\
2 & 1.000 & $0.000000$\\
10 & 0.236 & $-0.002545$\\
10000 & 0.00025 & $-0.003333$
\end{tabular}
\end{center}

The sign changes at $k_d/k_s=b/a=2$, as \eqref{soft} requires. This value is specific to charged planes. For point charges on a square lattice of the same area, an Ewald sum puts the sign change near $1.3$ if the attraction within a dipole is counted in $k_d$, and near $4.4$ if it is not; in the latter case the chain is unstable at ratios 1 and 2. For equal springs, $G/c=4\pi(0.25)/(50\times6)=0.01047$ hartree/bohr$^2$, and
\begin{equation}
e_{33}=\frac{0.5}{50}\,\frac{0.02\,(4-2)}{6\,(0.04-0.01047)}
=0.00226\ e/\mathrm{bohr}^2,
\end{equation}
in agreement with the first row. Without the electrostatic terms, equal springs would share the elongation equally, and $d\ln p/d\eta=\gamma c/a$ would be 1.5. The value 1.677 shows the enlargement of the response described above. At a ratio of 10 the dipole still takes enough strain to cancel about a quarter of the dilution term.

The last row is nearly rigid, with $e_{33}=-0.99975\,P$. The missing fraction, $0.00025$, is the residual $d\ln p/d\eta$. For the same chain the lateral strain gives $dP/d\eta_1=-0.003333\ e/\mathrm{bohr}^2$, equal to $-P$ at this precision, while the proper $e_{31}$ is $8.7\times10^{-8}\ e/\mathrm{bohr}^2$.

This small remainder can be traced. With the springs unchanged, a larger $A$ weakens the electrostatic forces, which are proportional to $1/A$. Keeping $u_a=u_b$ at fixed $c$ then lengthens the dipole by
\begin{equation}
\frac{da}{d\eta_1}=\frac{w_a-w_b}{k_d+k_s-G/c}
=\frac{G(b^2-a^2)/(2c^2)}{k_d+k_s-G/c}\approx\frac{0.01047}{200}
=5.2\times10^{-5}\ \mathrm{bohr}.
\end{equation}
Multiplication by $q/(Ac)=0.00167\ e/\mathrm{bohr}^3$ reproduces $8.7\times10^{-8}\ e/\mathrm{bohr}^2$. It vanishes as $k_d\to\infty$.

For the elastic constant, $Ga^2/c^3=0.00116$ hartree/bohr$^2$, so the electrostatic forces between charged planes soften the spacer by about 6\%:
\begin{equation}
C_{33}=\frac{6}{50}\,(0.02-0.00116)=0.00226\ \mathrm{hartree/bohr^3}
=66.5\ \mathrm{GPa}.
\end{equation}
Equation \eqref{C} then gives $d_{33}=-0.003333/0.002260=-1.475$ atomic units. The stack itself, left free in a field, gives $-1.474$, or $-2.87$ pm/V. These values depend on the smearing: point charges on a square lattice of the same area soften the spacer by about 23\%, giving $C_{33}\approx54$ GPa and $d_{33}\approx-1.8$ atomic units, while $e_{33}=-P$ is unchanged.

In a field of $10^{-4}$ atomic units (51.4 MV/m) along $P$ the free strain is $-1.4764\times10^{-4}$, slightly more than the linear value $-1.4744\times10^{-4}$. Most of the difference of $2.0\times10^{-7}$ comes from the last term of \eqref{maxwell}: $E^2/(8\pi C_{33})=1.8\times10^{-7}$. That contraction is even in the field and is not piezoelectric. With equal springs the piezoelectric response is reversed, $d_{33}=+3.81$ pm/V, and a field along $P$ lengthens the chain.

\subsection*{Where the explanation stops}

``Rigid'' means that the moment along $z$ does not respond to strain in any way. Constant bond lengths are not sufficient. A unit of constant moment $\mu$ tilted by an angle $\theta$ from the axis contributes $p=\mu\cos\theta$, so that
\begin{equation}
\frac{d\ln p}{d\eta}=-\tan\theta\,\frac{d\theta}{d\eta}.
\end{equation}
If stretching straightens the units, this term is positive, and by \eqref{general} it reverses the sign of $e_{33}$ once it exceeds 1. Electronic polarization of the units enters through the same derivative: a neighbour's field changes when the spacing changes, and the induced part of $p$ changes with it. For head-to-tail units this field points along $p$ and weakens on stretching, so the term is negative, and it need not be small: point dipoles of polarizability 10 bohr$^3$ on a square lattice with the $A$ and $c$ used above give $e_{33}\approx-1.9\,P$ and $e_{31}\approx0.04\,P$, with $P$ the total moment density.

For the same reason a negative coefficient does not by itself identify rigid dipoles. It says only in which direction charge flows between shorted electrodes as the material is stretched. In a crystal whose ions form a connected network, there are no separate molecular units whose moment could be taken as fixed. How the ions shift under strain has to be calculated before a negative $e_{33}$ there can be assigned to a mechanism. The chain offers a sharper criterion than the sign: if dilution alone is at work, $e_{33}$ equals minus the polarization of identifiable rigid units, and the proper $e_{31}$ vanishes. The numerical output below lists the values for the model chain.

\section*{Computed values}
\begin{verbatim}
charge q = 0.50 e; area A = 50.0 bohr^2
dipole a = 2.0, spacer b = 4.0, repeat c = 6.0 bohr
spacer spring ks = 0.020 hartree/bohr^2; cells = 4
dipole moment p = 1.000 e bohr
polarization P = 0.003333 e/bohr^2 = 0.1907 C/m^2
P with charges grouped across spacer = -0.006667 e/bohr^2
Point-charge pair between shorted plates:
  height 3.0 bohr, gap 12.0 bohr: plate charge 0.08333 e
  height 5.0 bohr, gap 12.0 bohr: plate charge 0.08333 e
  height 5.0 bohr, gap 15.0 bohr: plate charge 0.06667 e
Finite stack (e33, formula, holding stress/field in e/bohr^2):
  kd/ks = 1: dln(p)/dstrain = 1.67732
    e33 = 0.0022577, formula = 0.0022577, stress/field = -0.0022577
  kd/ks = 2: dln(p)/dstrain = 1.00000
    e33 = 0.0000000, formula = 0.0000000, stress/field = 0.0000000
  kd/ks = 10: dln(p)/dstrain = 0.23638
    e33 = -0.0025454, formula = -0.0025454, stress/field = 0.0025454
  kd/ks = 10000: dln(p)/dstrain = 0.00025
    e33 = -0.0033325, formula = -0.0033325, stress/field = 0.0033325
Nearly rigid case, kd/ks = 10000:
  e33 = -0.1907 C/m^2; e33/P = -0.99975
  proper e31 = 8.73e-08 e/bohr^2
  dP/d(lateral strain) = -0.003333 e/bohr^2
  C33 = 0.002260 hartree/bohr^3 = 66.50 GPa
  C33 rigid formula = 0.002260 hartree/bohr^3
  d33 = -1.4744 a.u. = -2.867 pm/V
  d33 rigid formula = -1.4747 a.u.
  test field = 1.0e-04 a.u. = 51.42 MV/m
  free strain at test field = -1.4764e-04
Soft dipole, kd/ks = 1: d33 = 1.9586 a.u. = 3.809 pm/V
\end{verbatim}
